# Migration energy needed for a ten-year copper diffusion lag

**Question.** A copper line is separated from its dielectric by a barrier film 2 nm thick. Copper that enters the film moves by hops of 3 Å with no preferred direction, and the total attempt rate is $10^{13}$ per second. How large must the migration energy be if the diffusion time lag at 105 °C is to be ten years, and how does the answer scale with the assumptions?

**Answer.** The time lag gives the diffusivity that is allowed, the hop model turns this into a hop rate, and the Boltzmann factor turns the hop rate into an energy.

### From hops to diffusivity

Let $\Gamma=\nu e^{-E/kT}$ be the rate at which a copper atom leaves its site, summed over all directions. Here $\nu$ is the total attempt rate and $E$ the migration energy. Let $x$ be the depth in the film. A hop of length $a$ at angle $\theta$ to the film normal changes $x$ by $a\mu$, with $\mu=\cos\theta$ uniformly distributed between $-1$ and $1$, so its mean square is

$$a^2\,\frac12\int_{-1}^{1}\mu^2\,d\mu=\frac{a^2}{3}.$$

Successive hops are independent and have zero mean, so their squares add: after a time $t$ the mean square displacement along $x$ is $\Gamma t a^2/3$. Setting this equal to $2Dt$ gives

$$D=\frac{\Gamma a^2}{6}.$$

### The time lag

The film is empty at $t=0$. Its concentration $c(x,t)$ is held at $C_0$ at the copper face $x=0$ and at zero at the far face $x=L$, which is a perfect sink. Inside, $\partial_t c=D\,\partial_x^2c$. The steady profile and flux are

$$c_s=C_0\left(1-\frac xL\right),\qquad J_s=\frac{DC_0}{L}.$$

Let $J(t)$ be the flux leaving at $x=L$. The amount transmitted per area is

$$Q(t)=\int_0^tJ\,dt'=J_st-\int_0^t(J_s-J)\,dt'.$$

At late times this becomes the straight line $J_s(t-t_L)$, whose intercept on the time axis is the lag

$$t_L=\frac1{J_s}\int_0^\infty (J_s-J)\,dt .$$

To evaluate it, follow the deficit $w=c_s-c$. It obeys the same diffusion equation, vanishes at both faces and starts as $w=c_s$. Multiply its equation by $h=x/L$ and integrate by parts twice:

$$\frac{d}{dt}\int_0^L h\,w\,dx=D\Big[h\,\partial_xw-h'w\Big]_0^L+D\int_0^L h''w\,dx=D\,\partial_xw\big|_{L}.$$

The other terms vanish because $h(0)=0$, $h''=0$ and $w=0$ at the faces. Since $J_s-J=-D\,\partial_xw|_L$, integration over all time, with $w\to0$ at the end, gives

$$\int_0^\infty(J_s-J)\,dt=\int_0^L h\,c_s\,dx=C_0L\int_0^1\xi(1-\xi)\,d\xi=\frac{C_0L}{6}.$$

Dividing by $J_s=DC_0/L$,

$$t_L=\frac{L^2}{6D}.$$

A master equation with 200 spacings across the film, started empty and followed to late times, gives $0.166662\,L^2/D$, against $1/6$ from the formula.

### The required energy

Inserting $D=\Gamma a^2/6$ cancels the two sixes:

$$t_L=\frac{L^2}{a^2\Gamma}=\frac{(L/a)^2}{\nu}\,e^{E/kT}
\quad\Longrightarrow\quad
E=kT\,\ln\!\left[\nu t_L\left(\frac aL\right)^2\right].$$

Ten years is $3.156\times10^8$ s, $(L/a)^2=44.44$, and $kT=0.0326$ eV at 378.15 K. Hence

$$E=0.0326\ \text{eV}\times\ln\frac{10^{13}\times3.156\times10^{8}}{44.44}=0.0326\ \text{eV}\times45.71=1.49\ \text{eV},$$

or 144 kJ/mol. The diffusivity is then $2.1\times10^{-23}$ cm²/s. An atom waits 82 days on average between hops, and ten years holds about 44 such waits, which is $(L/a)^2$.

### How the answer scales

The energy depends on the temperature linearly, but on the attempt rate, required time and geometry only through a logarithm. Multiplying $\nu$ or $t_L$ by a factor $f$ adds $kT\ln f$; multiplying $L$ by $f$ subtracts $2kT\ln f$. A tenfold larger attempt rate therefore raises $E$ by 0.075 eV. If $10^{13}$ per second were the rate for each of six directions, the total would be six times larger and $E$ would rise by 0.058 eV. The result is thus "near 1.5 eV", and further digits have no physical weight.

The reverse relation is exponential. With everything else fixed, lowering $E$ by 0.1 eV cuts the lag from ten years to 0.46 year. A rough value of the lag is enough to fix the energy closely, but a rough energy does not fix the lag.

### What has happened by the time of the lag

The lag is an intercept, not the moment of first arrival. To see the difference, expand the deficit in sine functions, which vanish at both faces. With $\tau=Dt/L^2$,

$$w=\sum_{n\ge1}b_n\sin\frac{n\pi x}{L}\,e^{-n^2\pi^2\tau},\qquad b_n=2C_0\int_0^1(1-\xi)\sin(n\pi\xi)\,d\xi=\frac{2C_0}{n\pi}.$$

The slope of each sine at $x=L$ is $(n\pi/L)(-1)^n$. Using $J=J_s+D\,\partial_xw|_L$,

$$\frac{J}{J_s}=1+2\sum_{n\ge1}(-1)^n e^{-n^2\pi^2\tau}.$$

Integrating over $\tau$ and using $\sum(-1)^n/n^2=-\pi^2/12$,

$$\frac{Q}{C_0L}=\tau-\frac16-\frac{2}{\pi^2}\sum_{n\ge1}\frac{(-1)^n}{n^2}e^{-n^2\pi^2\tau}.$$

At the lag, $\tau=1/6$, the flux is already 62 % of its steady value, and the amount transmitted is 3.9 % of $C_0L$. In this continuum model the flux reaches 1 % of its steady value after about 2.4 years. If that event is to be delayed to ten years, all times must grow by about $10/2.4$, which adds $kT\ln(10/2.4)\approx0.05$ eV.

### Few hops across the film

The film is less than seven hop lengths thick, so the continuum needs checking. Take a simple cubic lattice with planes parallel to the film, the source on plane 0 and the sink on plane $N$. An atom steps forward at rate $\Gamma/6$ and backward at the same rate. The steady occupation relative to the source is $1-i/N$, and the outgoing flux is $J_s=(\Gamma/6)(1/N)$. The earlier argument carries over with sums for integrals, because the second difference of $h_i=i/N$ vanishes:

$$t_L=\frac{1}{J_s}\sum_{i=1}^{N-1}\frac iN\left(1-\frac iN\right)=\frac{6N}{\Gamma}\,\frac{N^2-1}{6N}=\frac{N^2-1}{\Gamma}.$$

The continuum value is $N^2/\Gamma$. For $N=6$ and $N=7$, which bracket the film, the transient master equation gives $\Gamma t_L=35$ and $48$, as the formula does. On this lattice the lag is 2 to 3 % below the continuum value, which changes $E$ by less than 0.001 eV. Other hop geometries or conditions at the faces can give a larger correction, of either sign. For the randomly directed hops of the question, with the region $x<0$ held at $C_0$ and every hop past $x=L$ absorbed, the lag is about 18 % longer than the continuum value, which lowers $E$ by 0.005 eV. Because the lag enters $E$ only through a logarithm, a change by a factor of two would move $E$ by 0.023 eV. The lattice check covers the lag only. At very early times the lattice flux grows as $t^{N-1}$, since $N-1$ hops must fill the last plane before the sink, whereas the continuum flux is exponentially small. The time of 1 % flux given above is therefore a rougher estimate than the lag.

### An electric field and tunnelling

If the barrier is insulating and the copper is singly charged, a uniform field $F$ towards the far face adds drift. The copper is assumed too dilute for its own charge to alter the field. Let $u=qFL/kT$, with $q$ the ion's charge, and $\xi=x/L$. By the Einstein relation the flux is $(D/L)(uc-\partial_\xi c)$, and the steady solution is

$$c_s=C_0\frac{1-e^{-u(1-\xi)}}{1-e^{-u}},\qquad J_s=\frac{DC_0}{L}\,\frac{u}{1-e^{-u}}.$$

The integration by parts now requires $h''+uh'=0$ with $h(0)=0$ and $h(1)=1$, so $h=(1-e^{-u\xi})/(1-e^{-u})$. The product of the two numerators integrates to $1+e^{-u}-2(1-e^{-u})/u$, and

$$t_L=\frac{L\int_0^1h\,c_s\,d\xi}{J_s}=\frac{L^2}{D}\,\frac{1}{u}\left[\coth\frac u2-\frac2u\right].$$

For small $u$, $\coth(u/2)\approx2/u+u/6$ restores $L^2/6D$. For large $u$ the lag tends to $L^2/(Du)$, the transit time at the drift velocity $Du/L$.

A field of 1 MV/cm gives $u=6.1$ and shortens the lag to 0.66 of its field-free value; 0.013 eV more migration energy restores it. On a lattice with $N=7$ the ratio is 0.62, against 0.65 from the continuum formula at the same length, so finite hops strengthen the effect slightly when, as assumed here, the saddle lies midway between planes; an off-centre saddle can change the ratio in either direction.

Tunnelling is smaller still. Let the barrier top be parabolic with frequency $\nu_b$, let $y=h_P\nu_b/kT$ with $h_P$ Planck's constant, and let $s$ be the energy above the top divided by $kT$. The transmission is $1/(1+e^{-2\pi s/y})$. Its thermal average, relative to the classical value of one, follows from the substitution $z=e^{-2\pi s/y}$:

$$\int_{-\infty}^{\infty}\frac{e^{-s}\,ds}{1+e^{-2\pi s/y}}=\frac{y}{2\pi}\int_0^\infty\frac{z^{y/2\pi-1}}{1+z}\,dz=\frac{y/2}{\sin(y/2)},\qquad y<2\pi.$$

For an assumed $\nu_b=10^{13}$ Hz, a generous value for an atom as heavy as copper, the rate rises by 7 %, equivalent to 0.002 eV. This holds $\nu$ fixed and leaves out quantum corrections to the vibrations in the starting site and to the transverse vibrations at the barrier top, which can be as large as the tunnelling correction itself.

### The heat of manufacture

At fixed $E$ and $\nu$, the lag at another temperature $T_2$ is

$$t_L(T_2)=t_L(T)\exp\!\left[-\frac Ek\left(\frac1T-\frac1{T_2}\right)\right].$$

For the energy found above it falls from ten years at 105 °C to 1.0 year at 125 °C, and to 0.63 s at 400 °C. A film that just meets the service condition is crossed almost at once in a 400 °C anneal.

For the lag to equal a 30 minute anneal at 673.15 K, the same formula requires

$$E=k(673.15\ \text{K})\,\ln\frac{10^{13}\times1800}{44.44}=1.95\ \text{eV}.$$

The time in the logarithm is far shorter than ten years, but the higher temperature in front outweighs this. With 1.95 eV the formal lag at 105 °C of a film that starts empty is $1.4\times10^7$ years. That number shows that service would no longer be the limiting condition in this model; it is not a lifetime forecast.

The anneal also undermines the starting condition. The derivation gives $t_L=\int h\,w(x,0)\,dx/J_s$ for any initial deficit. If the anneal leaves the film with its steady profile for service, $w(x,0)=0$ and no lag remains.

### Beside a real barrier

A thickness of 2 nm, service near 105 °C and processing near 400 °C are rough typical values for copper interconnects; the hop length and attempt rate are order-of-magnitude choices. The field estimate does not apply to a metallic liner, which carries almost no field. Uniformity is another assumption that may fail in a real film. In the model, a wide region thinned to 1.5 nm has a lag of 5.6 years, and a continuous path with a barrier 0.1 eV lower has the 0.46 year found above, provided it is wide enough for sideways loss into the surrounding film to be neglected. How much copper such a path delivers depends on its share of the area.

The steady flux is proportional to $C_0$, which cancels from the lag. A sparingly soluble metal may therefore do little harm after the lag has passed, and a highly soluble one may do harm before it. The value of 1.5 eV is thus a condition on the mobility of dissolved copper in a uniform, initially empty film, and not by itself a criterion for device lifetime. The numerical output below lists the values used here.

## Table of computed values

```
barrier thickness: 2.0 nm
hop length: 0.3 nm
total attempt rate: 1.0e+13 1/s
temperature: 378.15 K
thermal energy kT: 0.03259 eV
required lag: 3.1558e+08 s
(L/a)^2: 44.44
argument of logarithm: 7.100e+19
logarithm: 45.709
required migration energy: 1.4895 eV
required migration energy: 143.7 kJ/mol
energy by numerical root: 1.4895 eV
numerical lag, unit L^2/D: 0.166662
diffusivity at that energy: 2.113e-23 cm2/s
total hop rate: 1.408e-07 1/s
mean wait between hops: 82.2 days
flux at lag / steady flux: 0.6167
amount crossed at lag / (C0 L): 0.0390
time of 1 percent flux: 2.36 years
energy rise, 1 percent criterion: 0.0470 eV
energy rise, attempt rate x10: 0.0750 eV
energy rise, rate per direction (6): 0.0584 eV
lattice lag x hop rate, N=6: 35.0000
lattice/continuum lag, N=6: 0.9722
lattice lag x hop rate, N=7: 48.0000
lattice/continuum lag, N=7: 0.9796
field: 1.0 MV/cm
field energy / kT across film: 6.138
lag with field / without, continuum: 0.6633
lag with field / without, lattice N=7: 0.6160
same ratio, continuum at N=7 length: 0.6451
energy rise to offset field: 0.0134 eV
barrier-top frequency: 1.0e+13 Hz
tunnelling factor on rate: 1.0704
energy rise to offset tunnelling: 0.0022 eV
lag at 125 C, same energy: 1.007 years
lag at 1.5 nm thin spot: 5.625 years
lag on path 0.1 eV lower: 0.465 years
anneal temperature: 673.15 K
anneal duration: 1800 s
lag at anneal, same energy: 0.630 s
energy for lag = anneal duration: 1.9511 eV
lag at 105 C with that energy: 1.42e+07 years
```
